# Eyring Flow of Oxide and Stress Relaxation at Fixed Strain, part 2

An oxide film held at fixed strain loses stress by plastic flow. The task is to find how the stress falls with time when the viscosity depends on stress, and to compare this with Newtonian flow at constant viscosity.

Let \(s\) be the shear stress, \(\gamma\) the engineering shear strain (twice the tensor component) and \(\gamma_p\) its plastic part. A dot denotes a time derivative. Stresses are treated as magnitudes, in compression as in tension. Flow units hop over a barrier of free energy \(Q\), at the rate \(k_0\) each way without stress. With the barrier top midway, stress lowers the forward barrier by \(sV/2\), where \(V\) is the activation volume. This gives Eyring's law,

\[
\boxed{\;\dot\gamma_p = r_0\sinh\frac{s}{s_0}, \qquad
s_0=\frac{2kT}{V}, \qquad r_0 = 2g_1k_0 .\;} \tag{6}
\]

Here \(k\) is Boltzmann's constant, \(T\) the temperature, and \(g_1\) the strain when every unit has made one net forward hop. The viscosity is

\[
\eta(s) = \frac{s}{r_0\sinh(s/s_0)}
= \eta_0\,\frac{s/s_0}{\sinh(s/s_0)} . \tag{9}
\]

Its low-stress value, with \(h\) Planck's constant, is

\[
\eta_0=\frac{s_0}{r_0}
=\frac{2kT/V}{2g_1(kT/h)e^{-Q/kT}}
=\frac{h}{g_1V}\,e^{\,Q/kT}. \tag{11}
\]

For a general stress tensor \(\sigma_{ij}\), with deviator \(\sigma'_{ij}\) (the part left after the mean stress is removed), the assumed extension is

\[
s=\Big(\tfrac12\sum_{ij}\sigma'_{ij}\sigma'_{ij}\Big)^{1/2}, \tag{24}
\]

\[
\dot\epsilon^{\,p}_{ij}=\frac{\sigma'_{ij}}{2\eta(s)} , \tag{25}
\]

where \(\dot\epsilon^{\,p}_{ij}\) is the plastic strain-rate tensor.

The example uses \(T=1200\) K, \(kT=0.1034\) eV, \(V=0.30\ \mathrm{nm^3}\), \(\eta_0=3.0\times10^{14}\) Pa s, \(s_0=110.5\) MPa and \(r_0=3.68\times10^{-7}\) per second. With \(g_1=1\), \(Q=4.79\) eV.

The computed values at the end also list a check of the hopping law: for Brownian motion in a cosine energy landscape, the flow rate at the film's initial stress is 0.970 times the hyperbolic-sine law. The second-order barrier rise listed there is the shift, equal for forward and backward hops, that stress causes in this landscape.

### The equation of relaxation

The flow law alone does not say how stress changes at fixed strain. An elastic law is needed as well. Assume small strains, a uniform stress and linear elasticity with shear modulus \(G\), and let the elastic and plastic strains add:

\[
\gamma=\frac{s}{G}+\gamma_p . \tag{26}
\]

This is a Maxwell solid with Eyring's law for its viscous part. Fixed total strain means \(\dot\gamma=0\). Differentiating (26) at constant \(G\) and inserting (6) gives

\[
\frac{\dot s}{G}+r_0\sinh\frac{s}{s_0}=0 . \tag{27}
\]

The stress falls because plastic strain replaces elastic strain while their sum stays constant. Define \(u=s/s_0\). Since the temperature and \(V\) are constant, so is \(s_0\), and \(\dot s=s_0\dot u\). Multiplying (27) by \(G/s_0\),

\[
\dot u=-\frac{\sinh u}{\tau}, \qquad
\tau=\frac{s_0}{Gr_0}=\frac{\eta_0}{G}. \tag{28}
\]

To integrate, find a function of \(u\) whose derivative is \(1/\sinh u\). By the chain rule,

\[
\frac{d}{du}\ln\tanh\frac u2
=\frac{1}{\tanh(u/2)}\,\frac{1}{2\cosh^2(u/2)}
=\frac{1}{2\sinh(u/2)\cosh(u/2)}
=\frac{1}{\sinh u}. \tag{29}
\]

The last step is the double-angle formula. Combining (28) and (29),

\[
\frac{d}{dt}\ln\tanh\frac u2=\frac{\dot u}{\sinh u}=-\frac1\tau . \tag{30}
\]

The right-hand side is constant, so integration from 0 to \(t\) gives

\[
\boxed{\;\tanh\frac{s(t)}{2s_0}
=\tanh\frac{s(0)}{2s_0}\;e^{-t/\tau}.\;} \tag{31}
\]

The quantity that decays exponentially is \(\tanh(s/2s_0)\), at every stress for which the assumptions hold. The stress itself does so only approximately, when it is small. Write \(u_0=s(0)/s_0\) and let \(y\) be the right-hand side of (31). Then

\[
u(t)=2\,\mathrm{artanh}\,y=\ln\frac{1+y}{1-y}, \qquad
y=\tanh\frac{u_0}{2}\,e^{-t/\tau}. \tag{32}
\]

### What the law implies

**Late times.** When \(y\ll1\), \(\mathrm{artanh}\,y\simeq y\), and

\[
s(t)\simeq 2s_0\tanh\frac{u_0}{2}\;e^{-t/\tau}. \tag{33}
\]

The decay constant is the Newtonian one, but the amplitude is not. A Newtonian solid with the same \(\eta_0\) and \(G\) would have \(s(0)e^{-t/\tau}\). The ratio of the two late stresses is \(2\tanh(u_0/2)/u_0\), which is below one because \(\tanh x<x\) for positive \(x\). Fast flow at the start leaves a permanent reduction.

**Early times at high stress.** When \(u\gg1\), \(\sinh u\simeq e^u/2\). Equation (28) then gives \(d(e^{-u})/dt=-\dot u\,e^{-u}=1/2\tau\), so that

\[
u(t)\simeq-\ln\left(e^{-u_0}+\frac{t}{2\tau}\right). \tag{34}
\]

For times between \(2\tau e^{-u_0}\) and \(\tau\), and well away from both, the stress falls linearly with the logarithm of time.

**Time to half stress.** Put \(u=u_0/2\) in (31), and let \(q=\tanh(u_0/4)\). The double-angle formula gives \(\tanh(u_0/2)=2q/(1+q^2)\), so

\[
t_{1/2}=\tau\ln\frac{\tanh(u_0/2)}{\tanh(u_0/4)}
=\tau\ln\frac{2}{1+q^2}. \tag{35}
\]

As \(u_0\to0\) this tends to the Newtonian value \(\tau\ln2\). For any positive \(u_0\) it is shorter. For large \(u_0\), \(q\simeq1-2e^{-u_0/2}\), and \(t_{1/2}\simeq2\tau e^{-u_0/2}\).

**Loss of memory.** Since \(\tanh(u_0/2)<1\), \(y<e^{-t/\tau}\) however large the initial stress. Equation (32) then gives the upper bound

\[
u(t)<\ln\frac{1+e^{-t/\tau}}{1-e^{-t/\tau}}
=\ln\coth\frac{t}{2\tau}. \tag{36}
\]

At \(t=\tau\) the bound is 0.772. A stress measured after such a time says little about a very large initial stress, because widely different starting values lead to nearly the same \(u\).

**Finding \(s_0\) from a relaxation curve.** From (28), the logarithmic decay rate of the stress is

\[
-\frac{\dot s}{s}=\frac{1}{\tau}\,\frac{\sinh u}{u}. \tag{37}
\]

Its initial value divided by its late value is \(\sinh(u_0)/u_0\). This ratio determines \(u_0\), and hence \(s_0=s(0)/u_0\), provided that the model applies throughout the measurement. A plot of \(\ln\tanh(s/2s_0)\) against time should then be straight.

### An oxide film on a wafer

Let the film have equal in-plane stresses \(S\) in the \(x\) and \(y\) directions and a free surface, so that \(\sigma_{zz}=0\). The mean stress is \(2S/3\), and the deviator has the diagonal elements \(S/3\), \(S/3\) and \(-2S/3\). From (24),

\[
s^2=\frac12\left(\frac19+\frac19+\frac49\right)S^2=\frac{S^2}{3},
\qquad s=\frac{S}{\sqrt3}. \tag{38}
\]

By (25) the in-plane plastic strain rate is \((S/3)/(2\eta)=S/6\eta\). With Young's modulus \(E\) and Poisson's ratio \(\nu\), Hooke's law gives the in-plane elastic strain

\[
\epsilon^{\,e}=\frac{S-\nu S}{E}=\frac SM, \qquad M=\frac{E}{1-\nu}. \tag{39}
\]

A thick wafer fixes the in-plane strain, so

\[
\frac{\dot S}{M}+\frac{S}{6\eta(s)}=0 . \tag{40}
\]

Insert \(S=\sqrt3\,s\), cancel \(\sqrt3\), and use (9):

\[
\dot s=-\frac{M}{6}\,\frac{s}{\eta(s)}
=-\frac{Ms_0}{6\eta_0}\sinh\frac{s}{s_0}. \tag{41}
\]

This is (28) with a different time constant. The tanh law holds for the film in the form

\[
\tanh\frac{S(t)}{2\sqrt3\,s_0}
=\tanh\frac{S(0)}{2\sqrt3\,s_0}\;e^{-t/\tau_f},
\qquad \tau_f=\frac{6\eta_0}{M}. \tag{42}
\]

The characteristic film stress is \(\sqrt3\,s_0\), and using \(s_0\) itself with \(S\) would overstate the nonlinearity.

### Worked example

A 100 nm oxide film is held at 1200 K in an inert ambient, so that it does not grow. Its initial compressive stress is 500 MPa, and its elastic constants are \(E=70\) GPa and \(\nu=0.17\). Then \(M=70/0.83=84.3\) GPa, and

\[
\tau_f=\frac{6(3.0\times10^{14})}{84.3\times10^{9}}\ \mathrm{s}
\simeq2.13\times10^{4}\ \mathrm{s}=5.93\ \mathrm{h}. \tag{43}
\]

The same oxide in simple shear has \(\tau=2.79\) h, so the geometry must be stated with any relaxation time. The initial elastic strain is \(500\ \mathrm{MPa}/M=0.59\) percent, which is small, as (26) requires.

The equivalent shear stress is \(500/\sqrt3=288.7\) MPa, so \(u_0=2.614\) and \(\tanh(u_0/2)=0.8635\). With \(q=\tanh(0.6535)=0.574\), (35) gives

\[
t_{1/2}=5.93\,\ln\frac{2}{1+0.574^2}\ \mathrm h=2.42\ \mathrm h, \tag{44}
\]

against \(5.93\ln2=4.11\) h for the Newtonian film. After 4 h, \(y=0.8635\,e^{-4/5.93}=0.440\), and

\[
S=2\sqrt3\,(110.5\ \mathrm{MPa})\,\mathrm{artanh}(0.440)
\simeq181\ \mathrm{MPa}. \tag{45}
\]

The Newtonian value is 255 MPa. After 16 h the stresses are 22 and 34 MPa. Their ratio has nearly reached its late value, \(2(0.8635)/2.614=0.66\). Numerical integration of the tensor equations for this film, without use of (42), agrees with (42) to one part in \(10^5\) at 1, 2, 4, 8 and 16 h. The numerical output lists the stresses at these times.

The activation volume has a strong influence. With \(\eta_0\), \(M\) and the initial stress held fixed, doubling \(V\) doubles \(u_0\), and (35) gives a half-stress time of 0.81 h. Halving \(V\) gives 3.5 h.

### What the model leaves out

**Pressure.** The film is under a pressure \(p=2S/3\), initially 333 MPa. If a hop needs the unit to expand by a volume \(V_p\), pressure multiplies the flow rate by \(\exp(-pV_p/kT)\). From \(S=\sqrt3\,s_0u\) and \(s_0=2kT/V\),

\[
\frac{pV_p}{kT}=\frac{2}{\sqrt3}\,\frac{s_0V_p}{kT}\,u=cu,
\qquad c=\frac{4}{\sqrt3}\,\frac{V_p}{V}. \tag{46}
\]

The relaxation equation becomes \(\dot u=-e^{-cu}\sinh u/\tau_f\), and separating the variables gives

\[
t_{1/2}=\tau_f\int_{u_0/2}^{u_0}\frac{e^{cu}}{\sinh u}\,du . \tag{47}
\]

For a trial value \(V_p=0.03\ \mathrm{nm^3}\), one tenth of \(V\), with \(\eta_0\) kept as the viscosity at zero pressure, the half-stress time rises from 2.4 to 3.7 h. This is close to the Newtonian 4.1 h, but that figure leaves pressure out and would rise too if the same factor were applied to it. In a tensile film \(p\) changes sign, and the same effect speeds up the flow. The sign symmetry of the tanh law is then lost.

**A spread of barriers.** A glass has many local environments. Suppose that the barriers have a Gaussian spread with a standard deviation of 0.10 eV about the same median, and that each region is held at the same fixed strain. Each region obeys (42) with its own \(\tau_f\), and the average stress reaches half its initial value after 2.3 h instead of 2.4 h. The small change in this one time hides a larger change of shape. Regions with high barriers keep their stress longer, so the average no longer follows a single tanh law. After 16 h it is about 54 MPa, against 22 MPa without the spread.

**Temperature.** If \(Q\) is independent of temperature, (11) gives a viscosity ratio between 1200 and 1210 K of

\[
\exp\left[\frac Qk\left(\frac1{1200\ \mathrm K}-\frac1{1210\ \mathrm K}\right)\right]
=1.47 . \tag{48}
\]

With the accompanying change of \(s_0\), which is below 1 percent, a furnace 10 K hotter than assumed shortens the half-stress time to about 1.66 h, and one 10 K colder lengthens it to about 3.5 h. These figures take the free energy \(Q\) as the Arrhenius slope. If the barrier has an entropic part, the slope is the activation enthalpy instead, and values reported for the viscosity of silica are typically above 5 eV. A slope of 6.2 eV would give 1.5 and 4.0 h.

**Wafer compliance.** The strain is fixed only as far as the wafer is rigid. A film of thickness \(d\) on one face exerts a force \(N=Sd\) per unit width. For a wafer of thickness \(H\) and biaxial modulus \(M_w\), the uniform strain is \(N/M_wH\). The bending moment \(NH/2\) produces a curvature \(6N/M_wH^2\), and hence a further surface strain \(3N/M_wH\). Relative to the film strain \(S/M\), the total is

\[
\frac{4Md}{M_wH}=2.7\times10^{-4} \tag{49}
\]

for \(d=100\) nm, \(H=0.7\) mm and a rough \(M_w=180\) GPa. Fixed strain is a good assumption here.

**Cooling.** A stress measured at room temperature includes thermal mismatch. Silicon contracts more than the oxide, which adds compression. For a rough mean difference of expansion coefficients of \(3\times10^{-6}\) per kelvin, constant \(M\), and no flow during cooling to 300 K, the added stress is

\[
(84.3\ \mathrm{GPa})(3\times10^{-6}\ \mathrm{K^{-1}})(900\ \mathrm K)
\simeq228\ \mathrm{MPa}. \tag{50}
\]

The film annealed for 4 h would then show about 410 MPa at room temperature. The mismatch stress must be subtracted before (42) is applied to such data.

### Comparison with real oxides

Planar thermal oxides on silicon carry compressive growth stresses of roughly a few hundred MPa, so 500 MPa is on the high side. The viscosity is the least certain parameter. It depends strongly on temperature and on the water content of the oxide, and the value used here represents no particular process. Since \(\tau_f\) is proportional to \(\eta_0\), an error of a factor of ten in \(\eta_0\) changes the relaxation time and the half-stress times in the example by the same factor. Real oxides also break the assumption of constant structure: their density and water content can change during an anneal, which makes \(\eta_0\) drift. This drift is not modelled here. Among the neglected effects estimated above, the trial pressure dependence and a 10 K temperature error move the half-stress time most. The first lengthens it by a factor of 1.53, and a furnace 10 K colder by a factor of 1.47. Their order is not fixed: the temperature error is the larger if the Arrhenius slope of the viscosity exceeds about 5.3 eV. At the corner of a trench or under the edge of a nitride mask the stress is not uniform, and regions exchange load as they flow. The local law (25) can still be used there in a numerical calculation, but (42) does not describe the stress at a point.

For an isothermal anneal of a uniform film, the hyperbolic sine can be replaced by its linear term when \(S(0)\) is well below \(\sqrt3\,s_0\), here 191 MPa. At \(S(0)=\sqrt3\,s_0/2\), about 96 MPa, the initial flow rate differs from the Newtonian one by 4 percent, which is less than the effect of a 10 K temperature error. This criterion does not cover pressure, whose effect is of first order in the stress: with the trial \(V_p\) used above, it slows the initial flow by 11 percent at 96 MPa. Together with the 4 percent speed-up from the hyperbolic sine, this makes the initial flow about 7 percent slower than the Newtonian one. A constant viscosity is then adequate only if an error of that size is acceptable. At 500 MPa the stress dependence is too large to omit, and the pressure dependence should be examined with it.

## Computed values

```
temperature: 1200 K
thermal energy kT: 0.1034 eV
activation volume V: 0.30 nm^3
zero-stress viscosity eta0: 3.0e+14 Pa s
Young's modulus E: 70 GPa
Poisson's ratio nu: 0.17
shear modulus G: 29.91 GPa
biaxial modulus M: 84.34 GPa
characteristic shear stress s0: 110.5 MPa
rate constant r0: 3.682e-07 1/s
strain per hop (chosen): 1.0
unbiased hop rate k0: 1.841e-07 1/s
implied barrier Q: 4.79 eV
initial film stress: 500 MPa
initial equivalent shear stress: 288.7 MPa
initial u0 = s/s0: 2.614
initial tanh(u0/2): 0.8635
initial bias sV/2: 0.270 eV
initial flow speed-up sinh(u0)/u0: 2.597
initial elastic in-plane strain: 0.593 %
tau in simple shear: 2.786 h
tau of film: 5.929 h
half-stress time, Eyring: 2.421 h
half-stress time, Newtonian: 4.109 h
late stress, Eyring/Newtonian: 0.661
ceiling of u after one tau: 0.772
ceiling of film stress then: 147.7 MPa
time h | tanh(u/2) | Eyring MPa | Newtonian MPa
1 | 0.7294 | 354.9 | 422.4
2 | 0.6162 | 275.1 | 356.8
4 | 0.4398 | 180.6 | 254.7
8 | 0.2240 | 87.2 | 129.7
16 | 0.0581 | 22.3 | 33.6
fitted slope of ln tanh(u/2) per tau: -1.000000
Brownian rate / sinh law: 0.9699
same with doubled barrier: 0.9850
second-order barrier rise: 0.00309 eV
trial pressure volume: 0.030 nm^3
half-stress time with pressure: 3.695 h
trial barrier spread: 0.10 eV
half-stress time with spread: 2.267 h
viscosity drop factor for +10 K: 1.467
film thickness: 100 nm
wafer thickness: 0.7 mm
wafer biaxial modulus (rough): 180 GPa
wafer compliance correction: 2.68e-04
expansion difference (rough): 3.0e-06 1/K
stress added on cooling to 300 K: 228 MPa
```
